# Additional PAW terms for nonlocal operators and when they vanish, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The transformed operator, and local and differential operators

### 1.1 Definitions and conventions

Rydberg atomic units are used: lengths are in bohr, energies in Ry, the kinetic energy operator is $-\nabla^2$ and the Coulomb interaction is $2/|\mathbf r-\mathbf r'|$. Atom $a$ sits at $\mathbf R_a$ and has an augmentation sphere $\Omega_a$ of radius $r_a$. The region outside all spheres is the interstitial region $I$.

Each sphere carries true partial waves $\phi_i^a$, pseudo partial waves $\tilde\phi_i^a$ and projectors $p_i^a$. The difference of the two waves is written
$$\Delta_i^a=\phi_i^a-\tilde\phi_i^a .$$
The true state $\psi$ follows from the pseudo state $\tilde\psi$ by the linear map
$$\psi=T\tilde\psi,\qquad T=1+\sum_a\sum_i|\Delta_i^a\rangle\langle p_i^a| . \tag{1}$$

The assumptions are numbered because different results need different ones.

- **A1.** $\phi_i^a=\tilde\phi_i^a$ outside $\Omega_a$, so $\Delta_i^a$ vanishes there.
- **A2.** The spheres do not overlap.
- **A3.** The pseudo expansion is complete for the state treated: $\tilde\psi=\sum_i\tilde\phi_i^a\langle p_i^a|\tilde\psi\rangle$ inside $\Omega_a$.
- **A4.** The functions are smooth enough for the operator in question. Section 1.5 says what this means.

The projectors are localized in their spheres and satisfy $\langle p_i^a|\tilde\phi_j^a\rangle=\delta_{ij}$. If $\tilde\psi$ is a combination of the $\tilde\phi_j^a$ inside $\Omega_a$, this duality returns its coefficients, and A3 holds. With a finite set of waves A3 is in general an approximation.

For a given state define the coefficients and one-centre functions
$$c_i^a=\langle p_i^a|\tilde\psi\rangle,\qquad \psi_a^1=\sum_i c_i^a\phi_i^a,\qquad \tilde\psi_a^1=\sum_i c_i^a\tilde\phi_i^a, \tag{2}$$
and the two differences
$$D_a=\psi_a^1-\tilde\psi_a^1=\sum_i c_i^a\Delta_i^a,\qquad \chi_a=\tilde\psi-\tilde\psi_a^1 . \tag{3}$$
$D_a$ is what the map adds in sphere $a$. It vanishes outside $\Omega_a$ by A1. $\chi_a$ is the part of the pseudo state that the one-centre expansion does not reproduce. It vanishes inside $\Omega_a$ if A3 holds, but in general not outside.

### 1.2 Expansion of a matrix element

Take two pseudo states $\tilde f$ and $\tilde g$ with $f=T\tilde f$ and $g=T\tilde g$, and label their one-centre quantities by $f$ and $g$. Let $A$ be any linear operator for which the terms below exist. It need not be Hermitian. Equation (1) gives $f=\tilde f+\sum_aD_a^f$ and likewise for $g$. Multiplying out,
$$\langle f|A|g\rangle=\langle\tilde f|A|\tilde g\rangle+\sum_a\big[\langle D_a^f|A|\tilde g\rangle+\langle\tilde f|A|D_a^g\rangle\big]+\sum_{a,b}\langle D_a^f|A|D_b^g\rangle . \tag{4}$$

In the terms linear in $D_a$, replace $\tilde g$ by $\tilde g_a^1+\chi_a^g$ and $\tilde f$ by $\tilde f_a^1+\chi_a^f$. This is the definition of $\chi_a$, not an approximation. For each atom, three terms now contain one-centre functions alone:
$$X_a=\langle D_a^f|A|\tilde g_a^1\rangle+\langle\tilde f_a^1|A|D_a^g\rangle+\langle D_a^f|A|D_a^g\rangle .$$
With $D_a=f_a^1-\tilde f_a^1$ for the bra and the same for the ket, and the index $a$ suppressed on the right, the three terms are
$$\begin{aligned}
X_a={}&\langle f^1|A|\tilde g^1\rangle-\langle\tilde f^1|A|\tilde g^1\rangle\\
&+\langle\tilde f^1|A|g^1\rangle-\langle\tilde f^1|A|\tilde g^1\rangle\\
&+\langle f^1|A|g^1\rangle-\langle f^1|A|\tilde g^1\rangle-\langle\tilde f^1|A|g^1\rangle+\langle\tilde f^1|A|\tilde g^1\rangle .
\end{aligned}$$
The elements $\langle f^1|A|\tilde g^1\rangle$ cancel, and so do the elements $\langle\tilde f^1|A|g^1\rangle$. The element $\langle\tilde f^1|A|\tilde g^1\rangle$ occurs with the signs $-,-,+$, which leaves one minus sign. Therefore
$$X_a=\langle f_a^1|A|g_a^1\rangle-\langle\tilde f_a^1|A|\tilde g_a^1\rangle . \tag{5}$$

Putting (5) back into (4) gives the full result
$$\begin{aligned}
\langle f|A|g\rangle={}&\langle\tilde f|A|\tilde g\rangle+\sum_a\big[\langle f_a^1|A|g_a^1\rangle-\langle\tilde f_a^1|A|\tilde g_a^1\rangle\big]\\
&+\sum_a\big[\langle D_a^f|A|\chi_a^g\rangle+\langle\chi_a^f|A|D_a^g\rangle\big]+\sum_{a\ne b}\langle D_a^f|A|D_b^g\rangle . \tag{6}
\end{aligned}$$

The first line is the two-term formula: a pseudo term and an on-site term. The second line holds the additional terms. Its first sum couples the correction in one sphere to the pseudo state that this sphere's expansion leaves over. Its second sum couples the corrections in two different spheres.

None of A1 to A4 was used beyond the existence of the terms. Equation (6) is an algebraic identity, valid also for incomplete expansions. The numerical check tests it in this generality, with two unrelated functions, a nonsymmetric kernel and an expansion that is not complete for either function.

### 1.3 Operator form

The pseudo states can be removed from (6) because every quantity in it is linear in them. In the ket,
$$|D_a^g\rangle=\sum_i|\Delta_i^a\rangle\langle p_i^a|\tilde g\rangle,\qquad |\chi_a^g\rangle=\Big(1-\sum_j|\tilde\phi_j^a\rangle\langle p_j^a|\Big)|\tilde g\rangle ,$$
and the bra contains the adjoint expressions. Hence $\langle f|A|g\rangle=\langle\tilde f|\tilde A|\tilde g\rangle$ with
$$\tilde A=T^\dagger AT=A+\sum_a\sum_{ij}|p_i^a\rangle\big[\langle\phi_i^a|A|\phi_j^a\rangle-\langle\tilde\phi_i^a|A|\tilde\phi_j^a\rangle\big]\langle p_j^a|+\Delta A, \tag{7}$$
$$\begin{aligned}
\Delta A={}&\sum_a\sum_i|p_i^a\rangle\langle\Delta_i^a|A\Big(1-\sum_j|\tilde\phi_j^a\rangle\langle p_j^a|\Big)\\
&+\sum_a\sum_i\Big(1-\sum_j|p_j^a\rangle\langle\tilde\phi_j^a|\Big)A|\Delta_i^a\rangle\langle p_i^a|\\
&+\sum_{a\ne b}\sum_{ij}|p_i^a\rangle\langle\Delta_i^a|A|\Delta_j^b\rangle\langle p_j^b| . \tag{8}
\end{aligned}$$

The second line of (8) is the adjoint of the first if $A$ is Hermitian. Both lines must be kept for a non-Hermitian operator and for elements between different states.

For an implementation, the last line is a matrix between projector channels of different atoms. The first two lines are not of that kind, because they contain the pseudo state outside the sphere. They require the functions $A|\Delta_i^a\rangle$ and $A^\dagger|\Delta_i^a\rangle$ wherever the pseudo state is appreciable. For an operator of long range these functions extend far beyond the sphere in which $\Delta_i^a$ lives.

### 1.4 Local operators

A local operator multiplies by a function, $\langle\mathbf r|A|\mathbf r'\rangle=A(\mathbf r)\delta(\mathbf r-\mathbf r')$. The first additional term for one atom becomes
$$\langle D_a^f|A|\chi_a^g\rangle=\int D_a^f(\mathbf r)^*A(\mathbf r)\chi_a^g(\mathbf r)\,d^3r .$$
Outside $\Omega_a$ the factor $D_a^f$ is zero by A1. Inside $\Omega_a$ the factor $\chi_a^g$ is zero by A3. The integrand therefore vanishes on both sides of the sphere surface. The term with $\chi_a^f$ and $D_a^g$ vanishes for the same reason.

For two atoms the integrand is $D_a^{f*}AD_b^g$. It could be nonzero in the intersection of $\Omega_a$ and $\Omega_b$, which is empty by A2. Thus all additional terms are zero and
$$\langle f|A|g\rangle=\langle\tilde f|A|\tilde g\rangle+\sum_a\big[\langle f_a^1|A|g_a^1\rangle-\langle\tilde f_a^1|A|\tilde g_a^1\rangle\big]. \tag{9}$$
The on-site integral needs to be taken over $\Omega_a$ alone, because its integrand $A(f_a^{1*}g_a^1-\tilde f_a^{1*}\tilde g_a^1)$ vanishes outside. The function $A$ in it is the complete local operator in that sphere, including any part that originates from other atoms.

The conditions can fail separately. If two spheres overlap, the last term of (6) leaves the integral of $D_a^{f*}AD_b^g$ over the common region. If the expansion is incomplete, the terms with $\chi_a$ survive inside the sphere; Section 2.6 treats this error.

### 1.5 Kinetic energy and first derivative

A differential operator acts within an arbitrarily small neighbourhood of a point. The support argument therefore carries over, provided that no contribution sits on the sphere surface. For the kinetic energy take the form
$$\langle f|-\nabla^2|g\rangle=\int\nabla f^*\cdot\nabla g\,d^3r, \tag{10}$$
which follows by partial integration for functions that vanish at infinity. A4 here means that the functions are continuous and have square-integrable gradients.

Since $D_a$ is continuous and vanishes outside, its gradient contains no delta function on the surface. It is an ordinary function, equal to zero outside $\Omega_a$. In the same way, $\nabla\chi_a$ is an ordinary function equal to zero inside $\Omega_a$. The surface itself has no volume, so
$$\int\nabla D_a^{f*}\cdot\nabla\chi_a^g\,d^3r=0 .$$
The term with $f$ and $g$ interchanged vanishes likewise, and $\int\nabla D_a^{f*}\cdot\nabla D_b^g\,d^3r=0$ because the spheres are disjoint.

Codes often evaluate the on-site term with the Laplacian acting on the ket. Partial integration over the sphere, with outward normal derivative $\partial_n$, gives
$$\int_{\Omega_a}\nabla\phi_i^*\cdot\nabla\phi_j\,d^3r=-\int_{\Omega_a}\phi_i^*\nabla^2\phi_j\,d^3r+\oint\phi_i^*\partial_n\phi_j\,dS .$$
The pseudo waves obey the same relation. In the difference the surface terms cancel if true and pseudo waves agree in value and slope at $r_a$. If the slopes differ, the gradient form (10) remains valid, but the Laplacian form needs the surface term.

For a first derivative,
$$\langle D_a^f|\partial_k|\chi_a^g\rangle=\int D_a^{f*}\partial_k\chi_a^g\,d^3r=0,$$
since the first factor vanishes outside and the second inside. The term $\int\chi_a^{f*}\partial_kD_a^g\,d^3r$ has the two roles reversed. Multiplication by $-i$ gives the same result for the momentum.

The separate kinetic terms of (6), taken over all space, require a continuous continuation of the partial waves. If the waves are set to zero outside the sphere, $\tilde\psi_a^1$ generally jumps at the surface. Its gradient is then not square integrable, and these terms do not exist separately. The two-term formula itself needs no explicit continuation. For any continuous one, the integrand of the on-site difference vanishes outside $\Omega_a$, so this difference can be computed from the waves inside the sphere alone.

### 1.6 A model with a complete finite expansion

A one-dimensional model removes the truncation error and makes the conditions checkable. Its Hamiltonian is $-d^2/dx^2+V(x)$. The potential is $-44$ Ry in two wells of half-width 0.5 bohr centred at $\pm2$ bohr, and zero elsewhere. Intervals of radius 1 bohr around the centres play the part of the spheres, so the interstitial region includes $|x|<1$ bohr.

The two valence states have energies $-0.9418$ Ry (gerade, $\psi_g$) and $-0.7975$ Ry (ungerade, $\psi_u$). At a fixed energy, the Schrödinger equation in an interval has two independent solutions, which can be chosen even and odd about the centre. The true state is a combination of them. Each pseudo wave is a polynomial in the distance $s$ from the centre, with powers $0,2,4$ or $1,3,5$. It matches the value, slope and curvature of the true wave at the edge.

The pseudo state is constructed separately, as the polynomial of fifth degree that matches the true state in value, slope and curvature at both edges. These six conditions fix its six coefficients. The corresponding combination of pseudo waves satisfies the same conditions, so it is the same polynomial and A3 holds. The map (1) restores $\psi_u$ to rounding error.

For $\psi_u$ the terms of (9) are, in Ry,
$$\begin{aligned}
\langle V\rangle&=-30.61421+14.96538=-15.64883,\\
\langle-d^2/dx^2\rangle&=0.69074+14.16062=14.85136 .
\end{aligned}$$
The first number in each sum is the pseudo term and the second the on-site term. The total energy is $-15.64883+14.85136=-0.79747$ Ry, which agrees with the eigenvalue. The additional terms are below $10^{-14}$ Ry. The on-site kinetic energy is large because the oscillations of the true state near the wells are absent from the pseudo state.

The first derivative is tested between $s(x)\psi_u$ and $\psi_u$, where $s$ here is a smooth step between the intervals. With $x$ in bohr, it is $s=(15x-10x^3+3x^5)/8$ for $|x|<1$, and it stays at $-1$ to the left and at $1$ to the right of this region. The value of the element depends on this choice. The element is
$$\int s\psi_u\psi_u'\,dx=\tfrac12\int s(\psi_u^2)'\,dx=-\tfrac12\int s'\psi_u^2\,dx=-0.0131\ \text{bohr}^{-1}.$$
Its on-site term is zero. In each interval $s=\pm1$, and the integral of $\psi_u\psi_u'$ depends on the edge values of $\psi_u^2/2$ alone, which the pseudo state shares. The additional terms again vanish to rounding error.

## Part 2. Angular dependence, true nonlocality and incomplete expansions

### 2.1 Symbols and results carried over

The pseudo state is $\tilde\psi$ and the true state is $\psi=\tilde\psi+\sum_aD_a$. In sphere $\Omega_a$ the one-centre expansions are $\psi_a^1$ and $\tilde\psi_a^1$, built from true waves $\phi_i^a$ and pseudo waves $\tilde\phi_i^a$ with the same coefficients. The correction $D_a=\psi_a^1-\tilde\psi_a^1$ vanishes outside $\Omega_a$. The remainder $\chi_a=\tilde\psi-\tilde\psi_a^1$ vanishes inside $\Omega_a$ if the expansion is complete. For a Hermitian operator and a single state, (6) reads
$$\begin{aligned}
\langle\psi|A|\psi\rangle={}&\langle\tilde\psi|A|\tilde\psi\rangle+\sum_a\big[\langle\psi_a^1|A|\psi_a^1\rangle-\langle\tilde\psi_a^1|A|\tilde\psi_a^1\rangle\big]\\
&+2\,\mathrm{Re}\sum_a\langle D_a|A|\chi_a\rangle+\sum_{a\ne b}\langle D_a|A|D_b\rangle . \tag{11}
\end{aligned}$$
The second line vanishes for local and differential operators if the spheres are disjoint, the expansions complete and the functions sufficiently smooth. The one-dimensional model has wells at $\pm2$ bohr and intervals of radius 1 bohr, with valence states $\psi_g$ and $\psi_u$. Disjoint spheres and complete expansions are assumed until Section 2.6.

The matrix element has been split exactly into a pseudo term, an on-site term and additional terms, and the additional terms vanish for local and differential operators if the spheres are disjoint, the expansions complete and the functions sufficiently smooth. What remains is to treat angular-momentum-dependent potentials, truly nonlocal operators and incomplete expansions.
